# The $-1/(2r)$ tail of the Becke 88 energy and the $1/r^2$ tail of its potential

A calculation of diffuse excited states of a neutral atom needs the Kohn-Sham potential far from the nucleus. There the nuclear attraction $-Z/r$ and the Hartree repulsion $N/r$ cancel, so the tail of the total potential is the tail of the exchange-correlation potential, and a Rydberg series needs that tail to be $-1/r$. Someone who uses the Becke 88 (B88) exchange functional must decide whether to trust its potential in this region or to graft an asymptotic correction onto it. The argument for trust runs as follows: B88 reproduces the exact tail $-1/(2r)$ of the exchange energy per particle, the exact potential is twice that, so B88 has the potential $-1/r$. Both premises hold for one electron in a spherical density with an exponential tail, and the conclusion is false. On the hydrogen density at 10 bohr, B88 gives 80% of the exact energy per particle and 9.5% of the exact potential, and its potential decays as $1/r^2$.

Hartree atomic units are used. Exchange separates into spin channels, so one channel with density $n$ is treated. The energy is $E=\int e\,d^3r$, the energy per particle is $\varepsilon=e/n$, and the potential is $v=\delta E/\delta n$, with its constant fixed by $v\to0$ at infinity. The tail $-1/(2r)$ belongs to $\varepsilon$; the energy per volume is $n\varepsilon$. A prime means $d/dr$ and a subscript a partial derivative.

## Exact exchange and the factor of two

With the density matrix $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$ of the occupied orbitals, the conventional exact energy per particle is

$$\varepsilon(\mathbf r)=-\frac12\int\frac{|\gamma(\mathbf r,\mathbf r')|^2/n(\mathbf r)}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

The numerator is $|\sum_i c_i\phi_i^*(\mathbf r')|^2$ with $c_i=\phi_i(\mathbf r)/\sqrt{n(\mathbf r)}$ and $\sum_i|c_i|^2=1$. It is the density of a normalized combination of occupied orbitals, so it holds unit charge and stays on the system however far $\mathbf r$ goes. Hence $\varepsilon\to-1/(2r)$ for a finite system.

For one electron $|\gamma|^2=n(\mathbf r)n(\mathbf r')$, so $\varepsilon=-v_H/2$ and $E=-U[n]$, with $v_H=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ and $U=\frac12\int nv_H$. For any functional, varying $E=\int n\varepsilon$ gives two terms,

$$v(\mathbf r)=\varepsilon(\mathbf r)+\int n(\mathbf r')\,\frac{\delta\varepsilon(\mathbf r')}{\delta n(\mathbf r)}\,d^3r' .$$

Here $\delta\varepsilon(\mathbf r')/\delta n(\mathbf r)=-1/(2|\mathbf r-\mathbf r'|)$, so the second term is $-v_H/2$ and $v=-v_H=2\varepsilon$. The second half of the potential arises because density added in the tail changes $\varepsilon$ inside the atom, where the electron is. The factor 2 is a property of this nonlocal bilinear form, and no general rule ties $v$ to $\varepsilon$.

For hydrogen $n=e^{-2r}/\pi$. The charge inside $r$ is $\int_0^r4t^2e^{-2t}dt=1-(1+2r+2r^2)e^{-2r}$, and the outer shells add $\int_r^\infty4te^{-2t}dt=(1+2r)e^{-2r}$. Dividing the first by $r$ and adding the second,

$$v_H=\frac1r-\Big(1+\frac1r\Big)e^{-2r},\qquad U=2\int_0^\infty\!\big[re^{-2r}-(r+r^2)e^{-4r}\big]dr=2\Big[\frac14-\frac1{16}-\frac1{32}\Big]=\frac5{16}.$$

So $r\varepsilon\to-\frac12$, $rv\to-1$ and $E=-0.312500$ Ha.

## The counter-example: B88 on the hydrogen density

An exchange generalized gradient approximation (GGA) has $e=n^{4/3}f(x)$ with $g=|\nabla n|$ and $x=g/n^{4/3}$. For B88,

$$f=-A-\frac{\beta x^2}{1+6\beta x\,\mathrm{asinh}\,x},\qquad A=\frac32\Big(\frac3{4\pi}\Big)^{1/3}=0.930526,\quad\beta=0.0042 .$$

It is evaluated on the exact, fully polarized density $n=Ce^{-ar}$ with $a=2$ bohr$^{-1}$ and $C=1/\pi=0.318310$ bohr$^{-3}$, without self-consistency. The energy is $-0.309756$ Ha ($-8.4289$ eV, against the exact $-8.5036$ eV), short by $0.002744/0.312500=0.9\%$ of the exact value.

### Energy per particle

Let $u=-n'/n=g/n$ for a decreasing spherical density. Then $x=u\,n^{-1/3}$, which grows exponentially in the tail. With $S=\mathrm{asinh}\,x$, dividing numerator and denominator by $6\beta xS$ and expanding the geometric series gives

$$\frac{\beta x^2}{1+6\beta xS}=\frac{x}{6S}\,\frac1{1+1/(6\beta xS)}=\frac x{6S}-\frac1{36\beta S^2}+O\Big(\frac1{xS^3}\Big).$$

Also $S=\ln(x+\sqrt{x^2+1})=L+O(x^{-2})$ with $L=\ln2x$. Therefore

$$f=-\frac{x}{6L}+\rho,\qquad\rho=-A+\frac1{36\beta L^2}+O(1/x),\qquad\varepsilon=n^{1/3}f=-\frac u{6L}+n^{1/3}\rho .$$

For $n=Ce^{-ar}$, $u=a$ and $L=\ln(2aC^{-1/3})+ar/3=as/3$, with

$$s=r+r_0,\qquad r_0=\frac3a\ln\big(2aC^{-1/3}\big).$$

Then $-a/(6L)=-1/(2s)$: the decay constant cancels, and $r\varepsilon\to-\frac12$ for every $a$ and $C$. For hydrogen $r_0=\frac32\ln(4\pi^{1/3})=2.65181$ bohr.

At $r=10$ bohr, $L=2\times12.65181/3=8.4345$ and $x=2301.7$, so $n^{1/3}=a/x=8.689\times10^{-4}$. The leading term is $-1/(2\times12.65181)=-0.039520$ Ha. The remainder has $\rho=-0.9305+1/(36\times0.0042\times8.4345^2)=-0.9305+0.0930=-0.8375$ and contributes $-0.000728$ Ha. The sum, $-0.040248$ Ha, is the full B88 value to the digits shown; the exact value is $-0.050000$ Ha.

### Potential

Since $g^2=\nabla n\cdot\nabla n$, a variation changes $g$ by $\delta g=\nabla n\cdot\nabla\delta n/g$. Integrating by parts for a localized $\delta n$,

$$\delta E=\int\Big[e_n\,\delta n+e_g\frac{\nabla n}{g}\cdot\nabla\delta n\Big]d^3r=\int\Big[e_n-\nabla\cdot\Big(e_g\frac{\nabla n}g\Big)\Big]\delta n\,d^3r .$$

For a decreasing spherical density $\nabla n/g=-\hat{\mathbf r}$, which turns the minus sign into a plus, and $\nabla\cdot(e_g\hat{\mathbf r})=r^{-2}(r^2e_g)'$. So

$$v=e_n+\frac{2e_g}r+\frac{de_g}{dr}.\tag1$$

From $x_n=-4x/(3n)$ and $x_g=n^{-4/3}$ follow $e_n=\frac43n^{1/3}(f-xf_x)$ and $e_g=f_x$. The logarithmic derivative of $x=un^{-1/3}$ is $x'/x=u'/u+u/3$. Thus

$$v=\frac43n^{1/3}(f-xf_x)+\frac{2f_x}r+xf_{xx}\Big(\frac{u'}u+\frac u3\Big).\tag2$$

The leading part of $f$ gives $e=-g/(6L)$ with $L=\ln2+\ln g-\frac43\ln n$, so $L_n=-4/(3n)$ and $L_g=1/g$. Then

$$e_n=\frac{g}{6L^2}L_n=-\frac{2u}{9L^2},\qquad e_g=-\frac1{6L}+\frac1{6L^2},\qquad\frac{de_g}{dr}=\frac{L'}{6L^2}-\frac{L'}{3L^3}.\tag3$$

With $u=a$, $L=as/3$ and $L'=a/3$ the three terms of (1) are

$$e_n=-\frac2{as^2},\qquad\frac{2e_g}r=-\frac1{ars}+\frac3{a^2rs^2},\qquad\frac{de_g}{dr}=\frac1{2as^2}-\frac3{a^2s^3}.$$

Multiplied by $r^2$ they tend to $-2/a$, $-1/a$ and $+1/(2a)$; for hydrogen the full functional gives $-0.99999$, $-0.50000$ and $0.25000$ Ha bohr$^2$ at $10^6$ bohr. Their sum is

$$v_{\rm tail}=-\frac3{2as^2}-\frac1{ars}+\frac{3r_0}{a^2rs^3},\tag4$$

where $\frac3{a^2s^2}\big(\frac1r-\frac1s\big)=\frac{3r_0}{a^2rs^3}$ combines the two $a^{-2}$ terms. Expanding $r^2/s^2=1-2r_0/r+\dots$ and $r/s=1-r_0/r+\dots$,

$$r^2v=-\frac5{2a}+\frac{4r_0}{ar}+O(r^{-2}).\tag5$$

For hydrogen the coefficients are $-1.2500$ Ha bohr$^2$ and $5.30361$ Ha bohr$^3$.

The remainder $\rho$ cannot supply a missing $1/r$. Put $K=1/(36\beta)$, so that $x\rho_x=-2K/L^3$ and $x^2\rho_{xx}=2K/L^3+6K/L^4$, and use $1/x=n^{1/3}/a$. The first term of (2) gives $\frac43n^{1/3}(-A+K/L^2+2K/L^3)$, the third gives $\frac23n^{1/3}K/L^3$ at this order, and the second is of order $n^{1/3}/(rL^3)$, one order smaller. Hence

$$v-v_{\rm tail}=-\frac43An^{1/3}\Big[1-\frac K{AL^2}\Big(1+\frac5{2L}\Big)+\dots\Big],$$

which decays as $e^{-ar/3}$. At 60 bohr $L=2\times62.652/3=41.77$ and the bracket is $1-0.00407\times1.060=0.9957$, the ratio found numerically; the difference itself is $-3.6\times10^{-18}$ Ha.

At 10 bohr the three terms of the full functional are $-0.007193$, $-0.003485$ and $+0.001200$ Ha, which add to $v=-0.009478$ Ha ($-0.2579$ eV). The exact value is $-0.100000$ Ha ($-2.7211$ eV). Formula (4) gives $-0.004685-0.003952+0.000098=-0.008539$ Ha; the remaining $-0.000939$ Ha is the exponential remainder, whose leading term is $-\frac43\times0.9305\times8.689\times10^{-4}=-0.001078$ Ha before the bracket reduces it. The ratio $v/\varepsilon$ is $0.2355$, where exact exchange has 2.

The table gives B88 values with $r$ in bohr, $r\varepsilon$ and $rv$ in Ha bohr, and $r^2v$ in Ha bohr$^2$. The exact $r\varepsilon$ and $rv$ are $-0.4725$ and $-0.9451$ at 2 bohr, $-0.4999$ and $-0.9997$ at 5 bohr, and $-0.5000$ and $-1.0000$ from 10 bohr on.

| $r$ | $r\varepsilon$ | $rv$ | $r^2v$ | $r^2v_{\rm tail}$ |
|---|---|---|---|---|
| 2 | −0.4348 | −0.4693 | −0.9387 | −0.3141 |
| 5 | −0.4118 | −0.2260 | −1.1299 | −0.6248 |
| 10 | −0.4025 | −0.0948 | −0.9478 | −0.8539 |
| 20 | −0.4415 | −0.0512 | −1.0232 | −1.0227 |
| 50 | −0.4748 | −0.0230 | −1.1505 | −1.1505 |
| 100 | −0.4871 | −0.0120 | −1.1987 | −1.1987 |
| 1000 | −0.4987 | −0.0012 | −1.2447 | −1.2447 |

Neither $r\varepsilon$ nor $r^2v$ approaches its limit monotonically: both are smaller in size at 10 bohr than at 5 or 20 bohr. The last two columns show the reason for $v$. The algebraic part grows in size with $r$, while the negative remainder, $-0.51$ at 5 bohr and $-0.094$ at 10 bohr in these units, is nearly gone at 20 bohr. The same holds for $\varepsilon$, whose algebraic part $-r/(2s)$ is $-0.3267$ at 5 bohr and $-0.3952$ at 10 bohr. Beyond 20 bohr the approach is slow because it is governed by $r_0/r$. The local exponent $-d\ln|\cdot|/d\ln r$ is $r/s$ for $-1/(2s)$ and, from (5), $2-8r_0/(5r)$ to first order for $v$. At 1000 bohr these are $0.9974$ and $1.9958$, as computed. At 10 bohr the exponent of $v$ is $2.128$, above its limit: the exponent of a sum of terms of one sign is the weighted mean of their exponents, and about a tenth of $v$ there is a remainder whose leading term has exponent $ar/3=6.7$.

Formula (2) does not rest on the algebra alone. The program tests it against a finite difference of the energy integral when the density is changed by a small bump; averaged over a bump at 50 bohr, both routes give $-4.6397617898\times10^{-4}$ Ha.

The false step is now visible. The second term of the variation, $v-\varepsilon$, has $r(v-\varepsilon)\to-\frac12$ for exact exchange. For B88 $rv\to0$, so $r(v-\varepsilon)\to+\frac12$ (computed: $0.50000$ Ha bohr at $10^6$ bohr). A GGA cannot change $\varepsilon$ inside the atom when density is added in the tail; its second term is local, and in B88 it cancels the $1/r$ part of the first.

## The general statement

**Theorem.** Let $n=Ce^{-ar}$ for all $r$ beyond some radius, and let $e=n^{4/3}f(x)$ with $f$ twice continuously differentiable. Then in that region:

(i) $v=-\dfrac3a\varepsilon'+\dfrac3{a^2}\varepsilon''+\dfrac{2\varepsilon}{ar}+\dfrac{6\varepsilon'}{a^2r}$.

(ii) If $\varepsilon\sim-c/r^k$ with $c\ne0$, $k\ge0$, and this tail may be differentiated term by term twice, then $v\sim-(3k+2)\,c/(a\,r^{k+1})$.

(iii) If $\varepsilon\to\varepsilon_\infty$ and $rv\to w$, then $w=2\varepsilon_\infty/a$. In particular $r\varepsilon\to-\frac12$ implies $\varepsilon_\infty=0$ and excludes $rv\to-1$.

**Proof of (i).** Write $f=x\,h(\tau)$ with $\tau=\ln x$. Then $f_x=h+h_\tau$ and $xf_{xx}=h_\tau+h_{\tau\tau}$, so $f-xf_x=-xh_\tau$. With $u=a$, $u'=0$ and $n^{1/3}x=a$, equation (2) becomes

$$v=-\frac{4a}3h_\tau+\frac{2(h+h_\tau)}r+\frac a3(h_\tau+h_{\tau\tau})=-ah_\tau+\frac a3h_{\tau\tau}+\frac{2(h+h_\tau)}r .$$

On this density $\varepsilon=n^{1/3}xh=ah$ and $\tau=\ln(aC^{-1/3})+ar/3$, so $d/d\tau=(3/a)\,d/dr$. Hence $h=\varepsilon/a$, $h_\tau=3\varepsilon'/a^2$, $h_{\tau\tau}=9\varepsilon''/a^3$, and substitution gives (i).

Here $\varepsilon$ appears only differentiated or divided by $r$. The undifferentiated term $h$ drops out of $f-xf_x$ because, for constant $h$, the energy $e=hg$ does not depend on $n$ at fixed $g$; only the curvature $2/r$ of the spheres of constant density survives.

**Proof of (ii).** The assumed tail has $\varepsilon'=kc/r^{k+1}+o(r^{-k-1})$ and $\varepsilon''=O(r^{-k-2})$. The first term of (i) gives $-3kc/(ar^{k+1})$, the third gives $-2c/(ar^{k+1})$, and the other two are $O(r^{-k-2})$.

B88 is the case $k=1$, $c=\frac12$, which returns $-5/(2ar^2)$; inserting $\varepsilon=-1/(2s)$, $\varepsilon'=1/(2s^2)$, $\varepsilon''=-1/s^3$ in (i) returns (4) in full. The case $f=-x/\ln^2x$ has $\varepsilon=-a/\tau^2\sim-9/(ar^2)$, so for $a=2$ one has $k=2$, $c=4.5$ and $r^3v\to-8\times4.5/2=-18$; the computed value at $10^6$ bohr is $-17.9999$ Ha bohr$^3$. Among the tails covered by (ii), $k=0$ is the one that yields $-1/r$: for $f=-x/2$, $e=-g/2$, so $e_n=0$, $e_g=-\frac12$, and (1) gives $v=-1/r$ exactly wherever a spherical density decreases. Its energy per particle is $-u/2$, which on the exponential density is the constant $-a/2$. At 10 bohr in hydrogen it has $v=-0.1000$ Ha and $\varepsilon=-1.0000$ Ha: the right potential with the wrong energy tail. A diverging $\varepsilon$ lies outside (ii) and can also go with $-1/r$. Adding $-\tau^{2/3}$ to $h=-\frac12$ adds $\frac{2a}3\tau^{-1/3}-2\tau^{2/3}/r+O(r^{-4/3})$ to $v$. With $\tau=ar/3+O(1)$ the two terms cancel to $O(r^{-4/3})$, so $rv\to-1$ while $\varepsilon$ grows as $r^{2/3}$.

**Proof of (iii).** No smoothness of the tail is assumed here. Multiply (i) by $a^2/3$ and move the third term: $\varepsilon''+(2/r-a)\varepsilon'=\frac{a^2}3\big[v-2\varepsilon/(ar)\big]$. The factor $r^2e^{-ar}$ has logarithmic derivative $2/r-a$, so with $P=r^2e^{-ar}\varepsilon'$ and $G=rv-2\varepsilon/a$,

$$P'=\frac{a^2}3\,r\,e^{-ar}G(r),\qquad G\to\lambda\equiv w-\frac{2\varepsilon_\infty}a .$$

Since $G$ is bounded, $P'$ is integrable at infinity and $P$ has a limit $D$. If $D\ne0$, then $\varepsilon'\sim De^{ar}/r^2$ and $\varepsilon$ diverges, against the hypothesis; so $D=0$ and

$$r\varepsilon'(r)=-\frac{a^2}3\,\frac{e^{ar}}r\int_r^\infty te^{-at}G(t)\,dt .\tag6$$

For any $\delta>0$, $G$ lies within $\lambda\pm\delta$ for large $t$. The weight $te^{-at}$ is positive with $\int_r^\infty te^{-at}dt=e^{-ar}(r/a+1/a^2)$. Thus the right side of (6) lies within $-\frac a3(\lambda\pm\delta)\big(1+\frac1{ar}\big)$, and $r\varepsilon'\to-a\lambda/3$. If $\lambda\neq0$, then $\varepsilon'$ keeps one sign with $|\varepsilon'|\ge a|\lambda|/(6r)$ for large $r$, and $\varepsilon$ diverges logarithmically. So $\lambda=0$. $\blacksquare$

The forbidden pair shows the mechanism directly. For $v=-1/t$ and $\varepsilon=-1/(2t)$, $tG=-t+1/a$, whose integral against $e^{-at}$ is $-e^{-ar}(r/a+1/a^2)+e^{-ar}/a^2=-re^{-ar}/a$. Equation (6) then demands $r\varepsilon'=a/3$, which is $0.666667$ Ha for hydrogen, whereas the assumed $\varepsilon$ has $r\varepsilon'=1/(2r)$.

The theorem covers exchange energies of the form $n^{4/3}f(x)$. It makes no claim about functionals of the orbitals, the Laplacian or the kinetic energy density, nor about potentials that are modelled directly and not derived from an energy.

## Other tails of the density

The theorem is proved for a pure exponential, but (2) and (3) hold for any decreasing spherical density with $x\to\infty$. Let $n\sim Cr^pe^{-ar}$ with $u=a-p/r+O(r^{-2})$ and $u'=O(r^{-2})$. Then $L=\ln2u-\frac13\ln n=ar/3-\frac p3\ln r+O(1)$ and $L'=u'/u+u/3\to a/3$. The leading behaviour of $u$, $L$ and $L'$ is unchanged, so B88 keeps $r\varepsilon\to-\frac12$ and $r^2v\to-5/(2a)$, with relative corrections of order $\ln r/r$. For the model tail $n=re^{-ar}$ with $a=1.5$ bohr$^{-1}$ the values at $10^6$ bohr are $-0.50000$ Ha bohr and $-1.66668$ Ha bohr$^2$, against the limit $-1.66667$. Self-consistency therefore does not restore the $-1/r$ tail: if the self-consistent density has a tail of this class, only $a$ and $p$ differ. The coefficient $5/(2a)$ depends on the system through $a$, whereas the exact one-electron tail does not.

The $-1/(2r)$ tail of B88 itself does not hold for every localized density; it depends on how the density decays. For $n\propto e^{-br^2}$, $u=2br$, $L=br^2/3+O(\ln r)$ and $L'=1/r+2br/3$. Then $\varepsilon\simeq-u/(6L)=-2br/(2br^2)=-1/r$, twice the exact one-electron tail, which is $-1/(2r)$ for any localized density. The leading terms of (3) give

$$e_n\simeq-\frac{4br}{b^2r^4}=-\frac4{br^3},\qquad\frac{2e_g}r\simeq-\frac1{3Lr}=-\frac1{br^3},\qquad\frac{de_g}{dr}\simeq\frac{2br/3}{2b^2r^4/3}=\frac1{br^3},$$

so $r^3v\to-4/b$. For $b=1$ bohr$^{-2}$ at 1000 bohr the computed values are $r\varepsilon=-1.0000$ Ha bohr and $r^3v=-3.9998$ Ha bohr$^3$. A Gaussian tail occurs in a harmonic trap and where the most diffuse function of a Gaussian basis alone sets the density, but the limits are reached only where $br^2/3$ dominates $L$. For the normalized density $n=(b/\pi)^{3/2}e^{-br^2}$, $L=\ln(4br)-\frac12\ln(b/\pi)+br^2/3$; with $b=0.1$ bohr$^{-2}$ at 10 bohr this is $1.386+1.724+3.333=6.443$, and the leading term gives $r\varepsilon\simeq-ur/(6L)=-20/38.66=-0.52$ Ha bohr. The remainder adds $rn^{1/3}\rho=10\times0.00636\times(-0.771)=-0.05$, so B88 has $r\varepsilon=-0.57$ Ha bohr there, little more than half the limit.

## Why the energy tail alone cannot fix the potential

Outside the GGA form there is not even a relation like (i), because $E$ does not determine $\varepsilon$. Add to $e$ the divergence of $\mathbf F=c\,n\,\mathbf r/(1+r^2)$, with $c$ a fixed number. Its integral is the flux of $\mathbf F$ through a distant sphere, which vanishes for every density that decays faster than $1/r$, so $E[n]$ and $v$ are unchanged. Since $\nabla\cdot[\mathbf r/(1+r^2)]=3/(1+r^2)-2r^2/(1+r^2)^2=(3+r^2)/(1+r^2)^2$, the energy per particle of a spherical density changes by

$$\Delta\varepsilon=c\Big[-\frac{ur}{1+r^2}+\frac{3+r^2}{(1+r^2)^2}\Big],\qquad r\,\Delta\varepsilon\to-ca .$$

The choice $c=-1/(2a)=-0.250$ Ha bohr$^2$ removes the B88 tail in hydrogen: $r\varepsilon$ becomes $1.08\times10^{-6}$ Ha bohr at $10^6$ bohr, with the same potential as before. The opposite sign would give the local density approximation, $f=-A$, a $-1/(2r)$ tail on this density, although its potential $-\frac43An^{1/3}$ decays exponentially. The added term depends on position explicitly and is not of GGA form, so it does not conflict with the theorem. A calculation that depends on the far potential has to inspect $v$ itself, and with B88 exchange the $-1/r$ tail must come from elsewhere, such as an asymptotic correction or exact exchange taken at full weight at long range.

The numerical check, with its output, asserts equation (2), relation (i), equation (6), the tails and the limits against independent numerical evaluation.

## Computed results

```
beta = 0.0042, A = 0.930526 (dimensionless)
H atom: a = 2.0 1/bohr, C = 0.318310 1/bohr^3
E_x exact = -0.312500 Ha = -8.5036 eV
E_x B88   = -0.309756 Ha = -8.4289 eV
r0 = 2.65181 bohr; 4 r0/a = 5.30361 Ha bohr^3
limit -5/(2a) = -1.2500 Ha bohr^2
r/bohr | B88 r*eps, -r/(2s), r*v (Ha bohr) | B88 r^2 v, tail (Ha bohr^2) | exact r*eps, r*v (Ha bohr)
    2 | -0.4348 -0.2150 -0.4693 | -0.9387 -0.3141 | -0.4725 -0.9451
    5 | -0.4118 -0.3267 -0.2260 | -1.1299 -0.6248 | -0.4999 -0.9997
   10 | -0.4025 -0.3952 -0.0948 | -0.9478 -0.8539 | -0.5000 -1.0000
   20 | -0.4415 -0.4415 -0.0512 | -1.0232 -1.0227 | -0.5000 -1.0000
   50 | -0.4748 -0.4748 -0.0230 | -1.1505 -1.1505 | -0.5000 -1.0000
  100 | -0.4871 -0.4871 -0.0120 | -1.1987 -1.1987 | -0.5000 -1.0000
 1000 | -0.4987 -0.4987 -0.0012 | -1.2447 -1.2447 | -0.5000 -1.0000
r=10 bohr: n = 6.5609e-10 1/bohr^3, x = 2301.7, ln 2x = 8.4345
r=10 bohr: eps B88 = -0.040248 Ha, eps exact = -0.050000 Ha
r=10 bohr: e_n, 2e_g/r, de_g/dr = -0.007193, -0.003485, 0.001200 Ha
r=10 bohr: v B88 = -0.009478 Ha = -0.2579 eV
r=10 bohr: v exact = -0.100000 Ha = -2.7211 eV
r=10 bohr: v/eps B88 = 0.2355; v B88 / v exact = 0.0948
r=10 bohr: local decay exponent eps = 0.8935, v = 2.1280
r=100 bohr: local decay exponent eps = 0.9742, v = 1.9585
r=1000 bohr: local decay exponent eps = 0.9974, v = 1.9958
bump at 50 bohr: finite-difference v = -4.6397617898e-04 Ha, formula = -4.6397617898e-04 Ha
r=60 bohr: v - tail = -3.583e-18 Ha, ratio to -(4/3)A n^(1/3) = 0.9957
r=1e6 bohr: r*eps = -0.499999 Ha bohr, r^2 v = -1.249995 Ha bohr^2
r=1e6 bohr: r^2 x three terms = -0.99999, -0.50000, 0.25000 Ha bohr^2
r=1e6 bohr: r(r^2 v + 5/(2a)) = 5.3036 Ha bohr^3
r=1e6 bohr: r(v-eps) B88 = 0.50000, exact = -0.50000 Ha bohr
gauge c = -0.250 Ha bohr^2: r*eps after gauge at 1e6 bohr = 1.08e-06 Ha bohr
f=-x/2, r=10 bohr: eps = -1.0000 Ha, v = -0.1000 Ha
f=-x/ln^2 x, r=1e6 bohr: r^2 eps = -4.5000 Ha bohr^2, r^3 v = -17.9999 Ha bohr^3
v=-1/r with eps=-1/(2r) forces r*eps' = 0.666667 Ha at 100 bohr; a/3 = 0.666667
model a = 1.5 1/bohr, p = 1, r=1e6 bohr: r*eps = -0.50000 Ha bohr
model: r^2 v = -1.66668 Ha bohr^2, -5/(2a) = -1.66667 Ha bohr^2
Gaussian b = 1.0 1/bohr^2, r=1000 bohr: r*eps = -1.0000 Ha bohr, r^3 v = -3.9998 Ha bohr^3
```
